**One ternary profile, several diffusivity matrices**

The program examines the family $D+u\,n^T$, where $D$ is the 2×2 interdiffusion matrix, $n$ is normal to the composition path and $u$ is arbitrary. With Onsager symmetry and known thermodynamics the family narrows to $D+\beta\,m\,n^T$, where $m=G^{-1}n$, $G$ is the free-energy Hessian divided by $RT$ and $\beta$ is a free scalar. The program asserts that the flux equations leave two free parameters at a composition, or one with Onsager symmetry, and that the lower limit of $\beta$ agrees with an eigenvalue search. It evolves three different materials from the same initial step by finite volumes and asserts that their deviations from one similarity profile shrink as the grid is refined. The output shows deviations below $10^{-5}$ in mole fraction after 25 h on the finer grid, although $D_{22}$ at the sample composition is 1.744 µm²/h in one material and 3.802 µm²/h in another. In a second couple the alternatives differ from the Darken material by up to 0.0295 in mole fraction, and two crossing profiles recover all four coefficients at their common composition. The program also asserts that a constant matrix can be recovered from one curved path, and that the tangents of a straight path span only one direction.

## Program and output

```python
# Result under test: one ternary diffusion profile fixes only D.(path tangent).
# Any D + u n^T, with n normal to the composition path, gives the same profile;
# Onsager symmetry with known thermodynamics leaves D + beta m n^T, m = G^-1 n.
# x1, x2: independent mole fractions; D: 2x2 interdiffusion matrix (um^2/h);
# G: Hessian of the ideal free energy / RT; L = D G^-1: Onsager matrix;
# eta = z/sqrt(t) (um/h^0.5); F = D dx/deta; flux J = -F/sqrt(t).
import numpy as np
from scipy import constants
from scipy.integrate import solve_bvp, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import null_space
from scipy.optimize import brentq, fsolve
from scipy.special import erf

TRACER = (10.0, 1.0, 4.0)      # um^2/h
HOURS = 25.0
BETA = 10.0                    # um^2/h
ETA_MAX = 28.0
COUPLE_1 = (np.array([0.50, 0.25]), np.array([0.10, 0.25]))
COUPLE_2 = (np.array([0.30, 0.40]), np.array([0.30, 0.10]))
ETA = np.linspace(-ETA_MAX, ETA_MAX, 5601)


def darken(x1, x2):
    d1, d2, d3 = TRACER
    return (d1 - x1 * (d1 - d3), -x1 * (d2 - d3),
            -x2 * (d1 - d3), d2 - x2 * (d2 - d3))


def as_matrix(law, x):
    return np.array([float(v) for v in law(x[0], x[1])]).reshape(2, 2)


def splines_from_profile(composition):
    """Composition, gradient and Matano flux F, from the profile alone."""
    comp = CubicSpline(ETA, composition)
    grad = comp.derivative()
    flux = CubicSpline(ETA, -0.5 * ETA[:, None] * grad(ETA)).antiderivative()
    return comp, grad, flux


def similarity_profile(left, right):
    def rhs(eta, y):
        d11, d12, d21, d22 = darken(y[0], y[1])
        det = d11 * d22 - d12 * d21
        g1 = (d22 * y[2] - d12 * y[3]) / det
        g2 = (d11 * y[3] - d21 * y[2]) / det
        return np.vstack([g1, g2, -0.5 * eta * g1, -0.5 * eta * g2])

    def ends(ya, yb):
        return np.concatenate([ya[:2] - left, yb[:2] - right])

    mesh = np.linspace(-ETA_MAX, ETA_MAX, 401)
    step = (right - left)[:, None]
    guess_c = left[:, None] + step * 0.5 * (1 + erf(mesh / 4.0))
    guess_f = 4.0 * step * np.exp(-mesh**2 / 16.0) / (4.0 * np.sqrt(np.pi))
    sol = solve_bvp(rhs, ends, mesh, np.vstack([guess_c, guess_f]),
                    tol=1e-8, max_nodes=20000)
    assert sol.success
    return splines_from_profile(sol.sol(ETA)[:2].T)


comp1, grad1, flux1 = similarity_profile(*COUPLE_1)
comp2, grad2, flux2 = similarity_profile(*COUPLE_2)
assert np.max(np.abs(flux1(ETA_MAX))) < 1e-5

# Path slope p = dx2/dx1 of couple 1 as a function of x1
g = grad1(ETA)
keep = np.abs(g[:, 0]) > 1e-3 * np.max(np.abs(g[:, 0]))
table_x1 = comp1(ETA)[keep, 0][::-1]
table_p = (g[keep, 1] / g[keep, 0])[::-1]
assert np.all(np.diff(table_x1) > 0)


def slope(x1):
    return np.interp(x1, table_x1, table_p)


def no_d12(x1, x2):
    d11, d12, d21, d22 = darken(x1, x2)
    return d11 + slope(x1) * d12, 0.0 * x1, d21, d22


def onsager_alternative(x1, x2):
    d11, d12, d21, d22 = darken(x1, x2)
    p = slope(x1)
    m1 = -p * x1 * (1 - x1) - x1 * x2
    m2 = p * x1 * x2 + x2 * (1 - x2)
    return (d11 - BETA * m1 * p, d12 + BETA * m1,
            d21 - BETA * m2 * p, d22 + BETA * m2)


LAWS = {"Darken": darken, "no-D12": no_d12, "Onsager-alt": onsager_alternative}


def evolve(law, couple, cells, hours=HOURS):
    """Finite-volume evolution from the initial step; no similarity assumed."""
    half = ETA_MAX * np.sqrt(HOURS)
    h = 2 * half / cells
    z = -half + h * (np.arange(cells) + 0.5)
    start = np.where(z[:, None] < 0, couple[0], couple[1])

    def rate(t, y):
        c = y.reshape(cells, 2)
        mid = 0.5 * (c[1:] + c[:-1])
        dc = (c[1:] - c[:-1]) / h
        d11, d12, d21, d22 = law(mid[:, 0], mid[:, 1])
        f = np.column_stack([d11 * dc[:, 0] + d12 * dc[:, 1],
                             d21 * dc[:, 0] + d22 * dc[:, 1]]) / h
        out = np.zeros_like(c)
        out[:-1] += f
        out[1:] -= f
        return out.ravel()

    sol = solve_ivp(rate, (0, hours), start.ravel(), method="LSODA",
                    rtol=1e-7, atol=1e-9, lband=3, uband=3, t_eval=[hours])
    assert sol.success
    return z, sol.y[:, -1].reshape(cells, 2)


def deviation(law, cells, hours=HOURS):
    z, c = evolve(law, COUPLE_1, cells, hours)
    eta = z / np.sqrt(hours)
    inside = np.abs(eta) < ETA_MAX
    return np.max(np.abs(c[inside] - comp1(eta[inside])))


print("tracer diffusivities 1,2,3 (um^2/h):", *TRACER)
print("anneal time (h):", HOURS, " beta (um^2/h):", BETA)
for label, pair in (("couple 1", COUPLE_1), ("couple 2", COUPLE_2)):
    print(label, "ends (x1,x2):", pair[0], "|", pair[1])
x2_profile = comp1(ETA)[:, 1]
print(f"couple 1 x2 range: {x2_profile.min():.4f} to {x2_profile.max():.4f}")
print(f"couple 1 path slope range: {table_p.min():.3f} to {table_p.max():.3f}")

# Crossing composition of the two paths serves as the sample point
eta_a, eta_b = fsolve(lambda e: comp1(e[0]) - comp2(e[1]), [0.0, 0.0],
                      xtol=1e-12)
x = comp1(eta_a)
assert np.allclose(x, comp2(eta_b), atol=1e-9)
t_a, t_b = grad1(eta_a), grad2(eta_b)
print(f"sample composition x1, x2: {x[0]:.4f}, {x[1]:.4f}")
print(f"its position in couple 1 (um): {eta_a * np.sqrt(HOURS):.3f}")
print("gradients there (1/mm):", np.round(1e3 * t_a / np.sqrt(HOURS), 4))
print(f"path slope p there: {slope(x[0]):.4f}")
print("Matano fluxes J1,J2 (nm/h):",
      np.round(-1e3 * flux1(eta_a) / np.sqrt(HOURS), 3))
for name, law in LAWS.items():
    D = as_matrix(law, x)
    print(f"{name} D11 D12 D21 D22 (um^2/h):", np.round(D.ravel(), 4))
    print("   fluxes J1,J2 (nm/h):",
          np.round(-1e3 * D @ t_a / np.sqrt(HOURS), 3))
    assert np.allclose(D @ t_a, flux1(eta_a), atol=1e-4)
to_si = constants.micro**2 / constants.hour
print("D22 Darken, Onsager-alt (m^2/s):",
      *[f"{as_matrix(w, x)[1, 1] * to_si:.3e}"
        for w in (darken, onsager_alternative)])


# Thermodynamics by finite differences of the ideal free energy
def free_energy(a, b):
    c = 1 - a - b
    return a * np.log(a) + b * np.log(b) + c * np.log(c)


s = 1e-3
G = np.empty((2, 2))
for i in range(2):
    for j in range(2):
        ei, ej = s * np.eye(2)[i], s * np.eye(2)[j]
        G[i, j] = (free_energy(*(x + ei + ej)) - free_energy(*(x + ei - ej))
                   - free_energy(*(x - ei + ej))
                   + free_energy(*(x - ei - ej))) / (4 * s * s)
K = np.linalg.inv(G)
assert np.allclose(K, np.diag(x) - np.outer(x, x), atol=1e-4)
asymmetry = {}
for name, law in LAWS.items():
    L = as_matrix(law, x) @ K
    asymmetry[name] = abs(L[0, 1] - L[1, 0])
    print(f"{name} L12, L21 (um^2/h): {L[0, 1]:.4f}, {L[1, 0]:.4f}")
assert asymmetry["Darken"] < 1e-3 and asymmetry["Onsager-alt"] < 1e-3
assert asymmetry["no-D12"] > 0.02

# Count the freedom left by the flux equations, without and with symmetry
K = np.diag(x) - np.outer(x, x)
t = t_a / np.linalg.norm(t_a)
rows = np.array([[t[0], t[1], 0, 0], [0, 0, t[0], t[1]]])
symmetry = np.array([K[0, 1], K[1, 1], -K[0, 0], -K[1, 0]])
free = null_space(rows)
free_sym = null_space(np.vstack([rows, symmetry]))
assert free.shape[1] == 2 and free_sym.shape[1] == 1
n = np.array([-t[1] / t[0], 1.0])
m = K @ n
direction = np.outer(m, n).ravel()
assert abs(abs(direction @ free_sym[:, 0]) / np.linalg.norm(direction) - 1) < 1e-9
print("free parameters, no symmetry / Onsager:", free.shape[1], "/",
      free_sym.shape[1])

# Second-law limit on beta: formula against an eigenvalue search
L = as_matrix(darken, x) @ K
L = 0.5 * (L + L.T)
beta_min = -1 / (m @ np.linalg.solve(L, m))
beta_search = brentq(
    lambda b: np.linalg.eigvalsh(L + b * np.outer(m, m))[0], -100, 0)
assert abs(beta_min - beta_search) < 1e-6
limit = as_matrix(darken, x) + beta_min * np.outer(m, n)
print(f"lower limit of beta (um^2/h): {beta_min:.4f}")
print("D at that limit (um^2/h):", np.round(limit.ravel(), 4))

# Well-posedness over the region visited by both couples
for name, law in LAWS.items():
    eigs = np.array([np.linalg.eigvals(as_matrix(law, (a, b)))
                     for a in np.linspace(0.1, 0.5, 17)
                     for b in np.linspace(0.1, 0.4, 13)])
    assert eigs.real.min() > 0
    print(f"{name} smallest eigenvalue (um^2/h): {eigs.real.min():.3f}")

# At an extremum of x2 the profile gives D11 and D21 directly
eta_e = brentq(lambda e: grad1(e)[1], 0.0, 12.0)
column = flux1(eta_e) / grad1(eta_e)[0]
print("x2 extremum at (x1,x2):", np.round(comp1(eta_e), 4))
print("D11, D21 from profile there (um^2/h):", np.round(column, 4))
for law in LAWS.values():
    assert np.allclose(as_matrix(law, comp1(eta_e))[:, 0], column, atol=2e-3)

# Same initial step, three materials: couple 1 agrees, couple 2 does not
coarse, fine = {}, {}
for name, law in LAWS.items():
    coarse[name], fine[name] = deviation(law, 280), deviation(law, 560)
    print(f"{name} couple 1 deviation, 1.0/0.5 um cells:",
          f"{coarse[name]:.2e} / {fine[name]:.2e}")
    assert fine[name] < 1e-3 and fine[name] < 0.5 * coarse[name]
early = deviation(onsager_alternative, 560, HOURS / 4)
print(f"Onsager-alt deviation at {HOURS / 4} h, 0.5 um cells: {early:.2e}")
assert early < 1.1 * coarse["Onsager-alt"] + 1e-5
reference = evolve(darken, COUPLE_2, 560)[1]
for name in ("no-D12", "Onsager-alt"):
    gap = np.max(np.abs(evolve(LAWS[name], COUPLE_2, 560)[1] - reference))
    print(f"{name} couple 2 difference from Darken: {gap:.4f}")
    assert gap > 10 * max(fine[name], fine["Darken"])

# Two crossing profiles recover all four coefficients
recovered = np.column_stack([flux1(eta_a), flux2(eta_b)]) @ np.linalg.inv(
    np.column_stack([t_a, t_b]))
assert np.allclose(recovered, as_matrix(darken, x), atol=1e-3)
cosine = abs(t_a @ t_b) / np.linalg.norm(t_a) / np.linalg.norm(t_b)
print(f"crossing angle (deg): {np.degrees(np.arccos(cosine)):.1f}")
print("D from both couples (um^2/h):", np.round(recovered.ravel(), 4))

# Constant D: a curved path suffices, a straight path does not
D0 = as_matrix(darken, (0.30, 0.25))
lam, V = np.linalg.eig(D0)
ratios = []
for jump in (COUPLE_1[1] - COUPLE_1[0], -0.4 * V[:, np.argmax(lam)]):
    modes = erf(ETA[:, None] / (2 * np.sqrt(lam))) * np.linalg.solve(V, jump)
    _, grad, flux = splines_from_profile(0.5 * modes @ V.T)
    sv = np.linalg.svd(grad(ETA), compute_uv=False)
    ratios.append(sv[1] / sv[0])
    if len(ratios) == 1:
        fit = np.linalg.lstsq(grad(ETA), flux(ETA), rcond=None)[0].T
assert np.allclose(fit, D0, atol=1e-3)
assert ratios[0] > 1e-2 and ratios[1] < 1e-8
print("constant D, input (um^2/h):", np.round(D0.ravel(), 4))
print("constant D, one curved path (um^2/h):", np.round(fit.ravel(), 4))
print(f"singular-value ratio, curved / straight: {ratios[0]:.3f} / "
      f"{ratios[1]:.1e}")
print("checks complete")
```

Running it gives:

```
tracer diffusivities 1,2,3 (um^2/h): 10.0 1.0 4.0
anneal time (h): 25.0  beta (um^2/h): 10.0
couple 1 ends (x1,x2): [0.5  0.25] | [0.1  0.25]
couple 2 ends (x1,x2): [0.3 0.4] | [0.3 0.1]
couple 1 x2 range: 0.2344 to 0.2670
couple 1 path slope range: -0.314 to 0.263
sample composition x1, x2: 0.2999, 0.2480
its position in couple 1 (um): -0.644
gradients there (1/mm): [-7.6949 -1.9948]
path slope p there: 0.2592
Matano fluxes J1,J2 (nm/h): [64.899 -7.971]
Darken D11 D12 D21 D22 (um^2/h): [ 8.2008  0.8996 -1.488   1.744 ]
   fluxes J1,J2 (nm/h): [64.899 -7.971]
no-D12 D11 D12 D21 D22 (um^2/h): [ 8.434  0.    -1.488  1.744]
   fluxes J1,J2 (nm/h): [64.899 -7.971]
Onsager-alt D11 D12 D21 D22 (um^2/h): [ 8.5347 -0.3883 -2.0214  3.8017]
   fluxes J1,J2 (nm/h): [64.899 -7.971]
D22 Darken, Onsager-alt (m^2/s): 4.844e-16 1.056e-15
Darken L12, L21 (um^2/h): -0.4421, -0.4421
no-D12 L12, L21 (um^2/h): -0.6272, -0.4421
Onsager-alt L12, L21 (um^2/h): -0.7071, -0.7071
free parameters, no symmetry / Onsager: 2 / 1
lower limit of beta (um^2/h): -9.7628
D at that limit (um^2/h): [ 7.8749  2.1569 -0.9672 -0.2649]
Darken smallest eigenvalue (um^2/h): 1.322
no-D12 smallest eigenvalue (um^2/h): 1.300
Onsager-alt smallest eigenvalue (um^2/h): 2.176
x2 extremum at (x1,x2): [0.2111 0.2344]
D11, D21 from profile there (um^2/h): [ 8.7332 -1.4063]
Darken couple 1 deviation, 1.0/0.5 um cells: 3.68e-05 / 9.19e-06
no-D12 couple 1 deviation, 1.0/0.5 um cells: 3.27e-05 / 8.07e-06
Onsager-alt couple 1 deviation, 1.0/0.5 um cells: 3.31e-05 / 8.33e-06
Onsager-alt deviation at 6.25 h, 0.5 um cells: 3.31e-05
no-D12 couple 2 difference from Darken: 0.0078
Onsager-alt couple 2 difference from Darken: 0.0295
crossing angle (deg): 79.7
D from both couples (um^2/h): [ 8.2008  0.8996 -1.488   1.744 ]
constant D, input (um^2/h): [ 8.2   0.9  -1.5   1.75]
constant D, one curved path (um^2/h): [ 8.2   0.9  -1.5   1.75]
singular-value ratio, curved / straight: 0.162 / 2.1e-14
checks complete
```
